\section*{Why a static local field spoils S(q), and what ESA repairs}

\section{What is being frozen}

\textbf{Q.} I have an accurate static local field $G(q)$ for the electron gas. May I use it at every frequency to get the static structure factor $S(q)$?

\textbf{A.} That is an additional approximation, and its quality depends on $q$. Take the unpolarized gas at zero temperature, with density $n$, Fermi wave number $k_F$ and a neutralizing background. In atomic units the density response $\chi$ is written as
\begin{equation}
\chi=\frac{\chi_0}{1-v(1-G)\chi_0},\qquad
\frac1\chi=\frac1{\chi_0}-v(1-G),\qquad v=\frac{4\pi}{q^2},
\label{G}
\end{equation}
where $\chi_0$ is the response of the ideal gas. This defines $G(q,i\omega)$ on the imaginary frequency axis. Your data give $G(q,0)$.

\textbf{Q.} Why do other frequencies matter for a static quantity?

\textbf{A.} $S(q)$ is an equal-time correlation, so it collects all excitations. Let $A_m$ be the excitation energies and $w_m$ the squared matrix elements of the density operator per electron, so that $\sum_m w_m=S$. Then
\begin{equation}
\chi(q,i\omega)=-n\sum_m w_m\frac{2A_m}{A_m^2+\omega^2}.
\label{spec}
\end{equation}
Since $\int_0^\infty 2A\,d\omega/(A^2+\omega^2)=\pi$,
\begin{equation}
S(q)=-\frac1{\pi n}\int_0^\infty\chi(q,i\omega)\,d\omega .
\label{fdt}
\end{equation}
The static response instead weights each excitation by $1/A_m$. Knowing that weighted sum does not fix the unweighted one.

\section{Large momentum with a static kernel}

\textbf{Q.} What does a frequency-independent $G$ predict at large $q$?

\textbf{A.} An electron at rest that receives momentum $q$ gains the recoil energy $\varepsilon=q^2/2$. To leading order $\chi_0=-2n\varepsilon/(\varepsilon^2+\omega^2)$. Insert this in the second form of Eq.~\eqref{G}:
\begin{align}
\frac1\chi&=-\frac{\varepsilon^2+\omega^2+2n\varepsilon v(1-G)}{2n\varepsilon},\\
\chi&=-\frac{2n\varepsilon}{\Omega^2+\omega^2},\qquad
\Omega^2=\varepsilon^2+2n\varepsilon v(1-G).
\end{align}
The integral in Eq.~\eqref{fdt} is now $\int_0^\infty d\omega/(\Omega^2+\omega^2)=\pi/(2\Omega)$, so
\begin{equation}
S=\frac{\varepsilon}{\Omega}\simeq1-\frac{n v(1-G)}{\varepsilon}
=1-\frac{8\pi n(1-G)}{q^4}.
\label{static}
\end{equation}
The expansion needs $nv|1-G|\ll\varepsilon$. The motion of the ideal electrons does not change the leading 1, because the ideal gas has $S_0=1$ for $q>2k_F$. It corrects the interaction term by a relative amount of order $k_F^2/q^2$.

\textbf{Q.} So if $G$ exceeds one, $S$ exceeds one?

\textbf{A.} In this asymptotic region, yes. What matters next is how the exact static $G$ behaves there.

\section{The exact response after a hard kick}

\textbf{Q.} Can that be found without solving the many-electron problem?

\textbf{A.} Its leading growth can. Let $H$ be the Hamiltonian and $E$ its ground-state energy. Equation~\eqref{spec} is equivalent to
\begin{equation}
\chi=-\frac2V\,{\rm Re}\Big\langle\rho_q\frac1{H-E+i\omega}\rho_q^\dagger\Big\rangle,
\qquad \rho_q^\dagger=\sum_i e^{i\mathbf q\cdot\mathbf r_i},
\end{equation}
with $V$ the volume. Moving the exponential through $H$ shifts one momentum: $He^{i\mathbf q\cdot\mathbf r_i}=e^{i\mathbf q\cdot\mathbf r_i}(H+\mathbf q\cdot\mathbf p_i+\varepsilon)$. For the terms in which the same electron is kicked and returned, put $z=\varepsilon+i\omega$ and $X=\mathbf q\cdot\mathbf p_i+H-E$. Then
\begin{equation}
\Big\langle\frac1{z+X}\Big\rangle=\frac1z-\frac{\langle X\rangle}{z^2}
+\frac{\langle X^2\rangle}{z^3}-\cdots .
\end{equation}
Because $H-E$ gives zero on the ground state and the mean momentum vanishes, $\langle X\rangle=0$. For the same reason $\langle X^2\rangle=\langle(\mathbf q\cdot\mathbf p_i)^2\rangle$. Isotropy gives $q^2\langle p^2\rangle/3=4\varepsilon t/3$, where $t=\langle p^2\rangle/2$ is the kinetic energy per electron.

\textbf{Q.} Where are the forces between electrons?

\textbf{A.} They first appear in $\langle X^3\rangle$, which is of order $q^2$ and is divided by $z^4\sim q^8$. Relative to $1/z$ this is $q^{-4}$, while the kinetic term is $q^{-2}$. Terms linking two different electrons contain the Fourier transform of the pair function, which also falls as $q^{-4}$. By this power counting,
\begin{equation}
\chi(q,i\omega)\simeq-2n\,{\rm Re}\left[\frac1z+\frac{4\varepsilon t}{3z^3}\right],
\quad
\chi(q,0)\simeq-\frac{4n}{q^2}\left(1+\frac{8t}{3q^2}\right).
\label{chi}
\end{equation}

\textbf{Q.} And the local field?

\textbf{A.} The ideal gas obeys the same formula with its own kinetic energy $t_0$. Let $t_c=t-t_0$. Equation~\eqref{G} gives $vG=1/\chi-1/\chi_0+v$. At large $q$ the last $v$ vanishes, and to leading order the difference of inverses is $-(\chi-\chi_0)/\chi_0^2$. We need
\begin{equation}
{\rm Re}\,\frac1{z^3}=\frac{\varepsilon(\varepsilon^2-3\omega^2)}{(\varepsilon^2+\omega^2)^3},
\qquad
\chi_0^2\simeq\frac{4n^2\varepsilon^2}{(\varepsilon^2+\omega^2)^2}.
\end{equation}
The factors combine as $2n(4\varepsilon t_c/3)\varepsilon/(4n^2\varepsilon^2)=2t_c/(3n)$, hence
\begin{equation}
vG(q,i\omega)\simeq\frac{2t_c}{3n}\,
\frac{\varepsilon^2-3\omega^2}{\varepsilon^2+\omega^2},
\qquad
G(q,0)\simeq\frac{t_c}{6\pi n}\,q^2 .
\label{dyn}
\end{equation}
Interaction raises the kinetic energy at zero temperature: the ideal ground state has the lowest kinetic energy at the given density. Thus $t_c>0$ and the static field grows without bound.

\section{The false tail and its cause}

\textbf{Q.} What happens if I freeze that growing value?

\textbf{A.} Put $vG=2t_c/(3n)$ into Eq.~\eqref{static}. The term $nvG/\varepsilon$ becomes $2t_c/(3\varepsilon)$, so
\begin{equation}
S_{\rm static}(q)\to1+\frac{4t_c}{3q^2}.
\label{false}
\end{equation}

\textbf{Q.} Why does the real, frequency-dependent field not do this?

\textbf{A.} Its growing part changes sign at $\omega=\varepsilon/\sqrt3$. To first order, a kernel enters $S$ through its integral with weight $\chi_0^2$. For the growing part that integral is proportional to
\begin{equation}
{\rm Re}\int_0^\infty\frac{d\omega}{(\varepsilon+i\omega)^3}
={\rm Re}\left[\frac{i}{2(\varepsilon+i\omega)^2}\right]_0^\infty
={\rm Re}\left(-\frac{i}{2\varepsilon^2}\right)=0 .
\end{equation}
The exact dynamic field therefore leaves no $q^{-2}$ tail. Freezing its zero-frequency value removes the negative part and with it the cancellation.

\textbf{Q.} Is there a picture in terms of the scattering spectrum?

\textbf{A.} The recoil peak is Doppler broadened by $\mathbf q\cdot\mathbf p$. Extra kinetic energy broadens it further. The average of $1/A$ over a broader peak is larger, so the static response rises, but the peak's area need not change. A static kernel has one sharp pole at $\Omega$ in our leading-order model. It can imitate the larger static response only by lowering that pole:
\begin{equation}
\Omega\simeq\sqrt{\varepsilon^2-\tfrac43\varepsilon t_c}
\simeq\varepsilon-\tfrac23t_c .
\end{equation}
The high-frequency limit $\chi\to-2n\varepsilon/\omega^2$ fixes area times mean energy at $\varepsilon$. This is the f-sum rule. A lower peak must therefore have a larger area, $S=\varepsilon/\Omega>1$. Broadening has been misread as an attractive shift.

\section{A system small enough to solve}

\textbf{Q.} Can one see this in interacting electrons whose full spectrum is known?

\textbf{A.} Take two electrons in a singlet on a ring of length 3.175~\AA. Their repulsion is a Gaussian of height 54.42~eV and standard deviation 0.3175~\AA. I diagonalized the Hamiltonian in plane waves, in the sectors of total momentum zero and $q$. Without repulsion both electrons have zero momentum, so $t_c=t$; the diagonalization gives 1.811~eV. In one dimension $\langle p^2\rangle/3$ is replaced by $\langle p^2\rangle$. Every $t_c$ term above is then three times larger: the static kernel is $2t_c/n$, the false tail $4t_c/q^2$ and the peak shift $-2t_c$.

At $q=79.16$~\AA$^{-1}$ the recoil energy is 23872.5~eV. This is a nonrelativistic test of the asymptotic law, not a proposed experiment. At $\omega/\varepsilon=0,1,10$ the kernel from the full spectrum, divided by $2t_c/n$, is 1.001, $-1.000$ and $-2.962$. Equation~\eqref{dyn} predicts 1, $-1$ and $-299/101=-2.960$. The $\chi_0^2$-weighted average is $-0.00015$ of the static value.

The frozen kernel gives $S-1=1.519\times10^{-4}$. The prediction is $4t_c/q^2=2t_c/\varepsilon=2(1.8113)/23872.5=1.5175\times10^{-4}$. The true $S-1$ is zero to rounding error; this smooth repulsion has no Coulomb cusp. The mean energy of the true spectrum stays at the recoil energy, and its root-mean-square width is 415.9~eV, in agreement with $\sqrt{4\varepsilon t_c}$. On so small a ring this spectrum is a set of lines, not a smooth peak: one line with 88\% of the weight lies 6.1~eV above the recoil energy, and two side lines with about 6\% each lie roughly 1.2~keV below and above it. The frozen kernel has a single line, whose distance from the recoil energy is $-3.63$~eV, close to $-2t_c=-3.62$~eV.

\section{The correct constant}

\textbf{Q.} For Coulomb electrons, what should the tail of $S$ be?

\textbf{A.} It is set by two electrons close together. Their relative wave function obeys $-\nabla^2\phi+\phi/r=$ finite terms. Try $\phi=\phi_0(1+r/2)$. Since $\nabla^2r=2/r$, the kinetic term gives $-\phi_0/r$ and cancels the Coulomb singularity. The pair function is proportional to $\phi^2$, so $g(r)=g(0)(1+r+\cdots)$. Parallel spins contribute no linear term, because their pair function starts at $r^2$.

Let $F$ be the Fourier transform of $r$. Transforming $\nabla^2r=2/r$ gives $-q^2F=8\pi/q^2$, hence $F=-8\pi/q^4$ at nonzero $q$. Therefore
\begin{equation}
S(q)-1=n\int[g(r)-1]e^{-i\mathbf q\cdot\mathbf r}\,d^3r
\to-\frac{8\pi n\,g(0)}{q^4}.
\label{cusp}
\end{equation}

\textbf{Q.} Then which static $G$ would reproduce it?

\textbf{A.} Compare Eqs.~\eqref{static} and \eqref{cusp}: $1-G=g(0)$, so
\begin{equation}
G_{\rm eff}(q\to\infty)=1-g(0).
\end{equation}
This effective field is defined by reproducing $S$; it is not the true static response field. Nor is it simply the linear frequency average of $G$. The growing kernel taken to second order also contributes at $q^{-4}$, in proportion to $t_c^2$, and matching $S$ includes that contribution.

\textbf{Q.} How does the effective static approximation use this?

\textbf{A.} With $Q=q/k_F$, the ESA interpolates:
\begin{equation}
\begin{aligned}
G_{\rm ESA}&=[1-a(Q)]\,G(q,0)+a(Q)[1-g(0)],\\
a(Q)&=\tfrac12\{1+\tanh[3(Q-x_m)]\}.
\end{aligned}
\end{equation}
I use $x_m=2.5$. The large-$q$ limit is derived; the position and width of the crossover are choices.

\textbf{Q.} Why keep the static field at small $q$?

\textbf{A.} There $G\propto q^2$, so $vG$ stays finite while $v$ diverges. For frequencies well above $qk_F$, $\chi_0\simeq-2n\varepsilon/\omega^2$. The response then has a pole at $\Omega^2=2n\varepsilon v=4\pi n$, the squared plasma frequency, and $S\simeq q^2/(2\sqrt{4\pi n})$. A finite $vG$, static or dynamic, does not alter this leading term. At intermediate $q$ no such argument protects the approximation.

\section{Numbers for the electron gas}

\textbf{Q.} How large is the effect at $r_s=4$?

\textbf{A.} Here $r_s$ is the radius in bohr of a sphere holding one electron. The density is 0.02517~\AA$^{-3}$ and $k_F=0.9067$~\AA$^{-1}$. For the static field I use the Corradini--Del Sole--Onida--Palummo fit to quantum Monte Carlo data, which includes the quadratic growth. The correlation energy $\varepsilon_c=-0.867$~eV is the Perdew--Wang fit. The Gori-Giorgi--Perdew fit gives $g(0)=0.051$.

The kinetic part follows by scaling. In lengths measured in $r_s$, the kinetic operator scales as $r_s^{-2}$ and the interaction as $r_s^{-1}$. If $e=t+u$ is the energy per electron and $u$ its interaction part, differentiation gives $r_se'=-2t-u=-t-e$. Thus $t=-d(r_se)/dr_s$. The exchange energy $\varepsilon_x\propto1/r_s$ drops out, leaving $t_c=-d(r_s\varepsilon_c)/dr_s=0.4065$~eV.

Quadrature of Eq.~\eqref{fdt} with the full ideal-gas response gives:
\begin{center}
\begin{tabular}{ccccc}
$Q$ & $G$ static & $G$ ESA & $S$ static & $S$ ESA\\
1 & 0.292 & 0.292 & 0.4546 & 0.4547\\
2.5 & 1.293 & 1.121 & 1.0146 & 1.0060\\
4 & 1.650 & 0.949 & 1.0046 & 0.9996\\
8 & 4.008 & 0.949 & 1.0013 & 1.0000
\end{tabular}
\end{center}
At $Q=30$, $S-1$ is $9.60\times10^{-5}$ with the static field and $-1.11\times10^{-7}$ with the ESA. They agree with Eqs.~\eqref{false} and \eqref{cusp} to 0.1\% and 0.04\%. With $x_m=2.5$ the ESA still overshoots one near the crossover, by up to 0.010; with $x_m=2$ the overshoot is below $10^{-4}$.

\textbf{Q.} An excess of a tenth of a percent looks harmless.

\textbf{A.} It is not harmless at short distance. Inverting Eq.~\eqref{cusp} at $r=0$, with $n=k_F^3/(3\pi^2)$,
\begin{equation}
g(0)=1+\frac1{2\pi^2n}\int_0^\infty q^2(S-1)\,dq
=1+\frac32\int_0^\infty Q^2(S-1)\,dQ .
\end{equation}
The false tail makes the last integrand constant, so the contact value grows by $2t_c/k_F^2$ (atomic units) per unit of cutoff. Stopping at $Q=20$ and 40 gives 2.372 and 4.965. The slope is $(4.965-2.372)/20=0.130$, as predicted.

With the ESA the two values are 0.115 and 0.111. The integral converges, but to 0.108, about twice the supplied $g(0)$. This value depends strongly on the crossover: it is 0.063 for $x_m=2$ and 0.184 for $x_m=3$. Fixing the coefficient of the tail does not force the whole integral to agree with it.

\section{What happens to the interaction energy}

\textbf{Q.} Does the energy diverge too?

\textbf{A.} No. The Coulomb factor cancels the $q^2$ of the volume element:
\begin{equation}
u=\frac12\int\frac{d^3q}{(2\pi)^3}\frac{4\pi}{q^2}(S-1)
=\frac1\pi\int_0^\infty(S-1)\,dq .
\end{equation}
A $q^{-2}$ tail gives a finite positive error. The reference follows from $u=e-t$, namely $u_{\rm ref}=\varepsilon_x+\varepsilon_c-t_c$. At $r_s=4$ this is $-3.1168-0.8671-0.4065=-4.3904$~eV per electron. It rests on the Perdew--Wang fit; the Vosko--Wilk--Nusair and Perdew--Zunger fits move $u_{\rm ref}$ by up to 0.005~eV at $r_s=4$, 0.019~eV at $r_s=2$ and 0.003~eV at $r_s=10$. Setting $G=0$, the random-phase approximation, gives $-5.120$~eV. The other two compare as follows, in eV per electron:
\begin{center}
\begin{tabular}{cccc}
$r_s$ & $u_{\rm ref}$ & static error & ESA error\\
2 & $-8.120$ & 0.172 & 0.057\\
4 & $-4.390$ & 0.190 & 0.041\\
10 & $-1.931$ & 0.181 & 0.009
\end{tabular}
\end{center}
At $r_s=4$ the error falls from 4.3\% to 0.9\% of the reference magnitude. With the other correlation fits, or with the Moroni--Ceperley--Senatore form of the static field, the errors at $r_s=4$ stay within 0.183--0.191 and 0.036--0.044~eV. The other rows are more sensitive: the Moroni--Ceperley--Senatore form gives ESA errors of 0.016~eV at $r_s=2$ and 0.025~eV at $r_s=10$, so the trend of the ESA error with $r_s$ is not established here.

\textbf{Q.} Is the improvement really from the tail?

\textbf{A.} More than half is. The static energy lies 0.149~eV above the ESA energy. Of this, 0.062~eV comes from $Q<4$, 0.042~eV from $4<Q<8$ and 0.045~eV from $Q>8$. The last part can be estimated by integrating Eq.~\eqref{false}, which gives $4t_c/(3\pi\,8k_F)$. Write $G(q,0)\simeq CQ^2$ with $C=\pi t_c/(2k_F)=0.0489$. The estimate becomes $C/(3\pi^2)=0.00165$~hartree, or 0.045~eV.

\textbf{Q.} How much depends on the value $1-g(0)$ itself?

\textbf{A.} At this density, little of the energy does. A crossover to 1 instead gives $-4.340$~eV, compared with $-4.349$~eV for $1-g(0)$. The crossover to 1 already gives about 0.139 of the 0.149~eV by which the ESA lowers the static energy; replacing 1 by $1-g(0)$ gives the remaining 0.009~eV. The constant is still needed for the correct cusp tail, since $G=1$ would remove the $q^{-4}$ term.

The crossover position matters more. With $x_m=2$ and 3 the energy is $-4.367$ and $-4.321$~eV. This spread of 0.046~eV is as large as the remaining error, so the ESA result should not be read to the last millielectronvolt. The calculation does not separate missing dynamics at intermediate $q$ from errors of the fits. The small error at $r_s=10$ may include cancellation.

\textbf{Q.} When should I use which field?

\textbf{A.} Use $G(q,0)$ for the response to a static perturbation: there its quadratic growth is correct. Replacing it by the ESA field would discard the $t_c$ part of the kinetic correction in Eq.~\eqref{chi}; only the ideal part $t_0$, contained in $\chi_0$, would remain. Use the ESA for $S(q)$ and the interaction energy when a frequency-independent field is required. It does not supply the missing Doppler broadening, so a good $S(q)$ does not certify the shape of the dynamic spectrum.
